# The deuteron–proton radius difference from the 1S–2S isotope shift: verification in Python

```python
# H-D isotope shift of the 1S-2S line and the squared-radius difference.
# Result under test (hbar=c=m_e=1, x=m/M, mu=1/(1+x), shifts are D minus H):
#   rd^2-rp^2 = [df_point + df_pol - df_meas - (K_D-K_H) rp^2]/K_D,  K=(7/12) alpha^4 mu^3
# df_point: Dirac+recoil+QED for point nuclei; df_pol: deuteron polarizability;
# df_meas: experimental datum supplied with the exercise (an input, not a result).
# lnk0: Bethe logarithm; eps: nuclear excitation energy / m; alpha_E: electric polarizability.
import numpy as np, sympy as sp, mpmath as mp
from scipy.constants import physical_constants as pc, hbar, c, e, m_e
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.linalg import solve_banded
mp.mp.dps = 30
DF_MEAS = 670994334.6  # kHz, input datum
al, ual = pc['fine-structure constant'][0], pc['fine-structure constant'][2]
Rc, uRc = pc['Rydberg constant times c in Hz'][0]/1e3, pc['Rydberg constant times c in Hz'][2]/1e3
Mp, uMp = pc['proton-electron mass ratio'][0], pc['proton-electron mass ratio'][2]
rho, urho = pc['deuteron-proton mass ratio'][0], pc['deuteron-proton mass ratio'][2]
rp = pc['proton rms charge radius'][0]*1e15
rd = pc['deuteron rms charge radius'][0]*1e15
lamC = hbar/(m_e*c)*1e15
hc = hbar*c/e*1e9  # MeV fm
me, mpr, mn, md = [pc[s+' mass energy equivalent in MeV'][0] for s in ('electron','proton','neutron','deuteron')]
xp, xd = 1/Mp, 1/(Mp*rho)
muH, muD = 1/(1+xp), 1/(1+xd)
mc2 = 2*Rc/al**2

# Breit Hamiltonian versus alpha^4 term of the Barker-Glover formula
r, a, m, M = sp.symbols('r a m M', positive=True)
mu = m*M/(m+M)
for n, psi in ((1, sp.exp(-r)/sp.sqrt(sp.pi)), (2, (1-r/2)*sp.exp(-r/2)/sp.sqrt(8*sp.pi))):
    lap = sp.diff(r*psi, r, 2)/r
    p4 = sp.integrate(sp.expand(4*sp.pi*r**2*lap**2), (r, 0, sp.oo))
    orbit = sp.integrate(sp.expand(8*sp.pi*r*sp.diff(psi, r)**2), (r, 0, sp.oo))
    ph2 = psi.subs(r, 0)**2
    rest = -p4*mu**4/8*(1/m**3+1/M**3) + sp.pi/2*ph2*mu**3/m**2 - mu**3*orbit/(2*m*M)
    f1 = sp.series(1/sp.sqrt(1+a**2/(n-1+sp.sqrt(1-a**2))**2), a, 0, 6).removeO() - 1
    c2, c4 = sp.expand(f1).coeff(a, 2), sp.expand(f1).coeff(a, 4)
    bg4 = mu*c4 - mu**2*c2**2/(2*(m+M))
    assert sp.simplify(bg4 - rest - sp.pi/2*ph2*mu**3/M**2) == 0
    assert sp.simplify(bg4 - rest - mu**3/(2*n**3*M**2)) == 0

# Bethe logarithms from oscillator strengths (energies in Ry), with sum rules
def strength_sum(n0, g):
    pre = 2**7/3 if n0 == 1 else 2**14/3
    shape = (lambda t: 1/(1+t)**4) if n0 == 1 else (lambda t: (1+t)/(1+4*t)**5)
    N = 3000
    n = np.arange(n0+1, N+1, dtype=float)
    f = 2/n**3*pre*shape(-1/n**2)*np.exp(2*n*(np.log1p(-n0/n)-np.log1p(n0/n)))
    tot = np.sum(f*g(1/n0**2-1/n**2)) + pre*np.exp(-4*n0)*g(1/n0**2)/(N+0.5)**2
    def cont(s):
        k = np.exp(s)
        return 2*k*k*pre*shape(k*k)*np.exp(-4*np.arctan(n0*k)/k)/(-np.expm1(-2*np.pi/k))*g(1/n0**2+k*k)
    return tot + quad(cont, -20, 35, points=[-3, 0, 3, 10], limit=400, epsabs=1e-13, epsrel=1e-12)[0]
lnk = {}
for n in (1, 2):
    assert abs(strength_sum(n, lambda E: E**0) - 1) < 1e-8
    s2 = strength_sum(n, lambda E: E**2)
    assert abs(s2*3*n**3/16 - 1) < 1e-8
    lnk[n] = strength_sum(n, lambda E: E**2*np.log(E))/s2

# constant 10/9: F1 slope with photon mass, matching to a cutoff, F2(0)
lam = 1e-5
def slope(t):
    s = np.exp(t); z = 1-s; D = s*s+lam**2*z
    return s*(s/6+(z*s+s**3/6)/D+(1-4*z+z*z)*s**3/(6*D*D))
cF1 = 1.5*quad(slope, -30, 0, points=[np.log(lam)], limit=300)[0] - np.log(1/lam)
def massive(t):
    k = np.exp(t); w2 = k*k+1
    return k**3/w2**1.5*1.5*(1-k*k/(3*w2))
cM = quad(massive, -15, np.log(1e5), points=[0], limit=300)[0] - np.log(2e5)
cF2 = 3/8*quad(lambda s: 2*(1-s)*s*s/(s*s+lam**2*(1-s)), 0, 1, points=[1e-5, 1e-4, 1e-2], limit=300)[0]
c109 = 4/3*(cF1-cM+cF2)
assert abs(cF1+3/8) < 2e-4 and abs(cM+5/6) < 1e-6 and abs(c109-10/9) < 3e-4

# Uehling potential by quadrature, in units (alpha/pi) alpha^4
def uehling(n, mur):
    g = mur*mp.mpf(al)
    def radial(l):
        if n == 1: return 4*g**3/(l+2*g)**2
        s = l+g
        return g**3/2*(1/s**2-2*g/s**3+1.5*g**2/s**4)
    I = mp.quad(lambda t: (1+1/(2*t*t))*mp.sqrt(t*t-1)/t**2*radial(2*t), [1, 2, 10, mp.inf])
    return -2*I/(3*mp.mpf(al)**3)
for n in (1, 2):
    assert abs(uehling(n, 1)*n**3/(-4/15+5*np.pi/48*al)-1) < 3e-4
ue_exp = float(mp.log(uehling(1, muD)/uehling(1, muH))/mp.log(mp.mpf(muD)/muH))
assert abs(ue_exp-(3-25*np.pi/64*al)) < 1e-3

# Salpeter a_n from the regularized <1/r^3>
a_n = lambda n: -2*(mp.log(mp.mpf(2)/n)+mp.harmonic(n)+1-mp.mpf(1)/(2*n))
R2 = {1: lambda y: 4*np.exp(-2*y), 2: lambda y: 0.5*(1-y/2)**2*np.exp(-y)}
for n in (1, 2):
    P = quad(lambda t: R2[n](np.exp(t)), np.log(1e-8), np.log(80), points=[-5, 0, 2], limit=300)[0] \
        + R2[n](0.0)*(np.euler_gamma+np.log(1e-8))
    assert abs(n**3*P/4-(float(a_n(n))/2+1.5)) < 1e-6

# point-nucleus level energies in units of m
def level(n, x, A, deut):
    x, A = mp.mpf(x), mp.mpf(A); u = 1/(1+x); Mn = 1/x; L = mp.log(1/(u*A*A)); k0 = lnk[n]
    f = 1/mp.sqrt(1+A*A/(n-1+mp.sqrt(1-A*A))**2)-1
    P = A**5/mp.pi*u**3/n**3
    return {'Bohr': -u*A*A/(2*n*n), 'Dirac beyond Bohr': u*(f+A*A/(2*n*n)),
      'Barker-Glover recoil': -u*u*f*f/(2*(1+Mn)),
      'Darwin-Foldy removal': -A**4*u**3*x*x/(2*n**3) if deut else mp.mpf(0),
      'self-energy a^5': P*(4*L/3+mp.mpf(10)/9-4*k0/3), 'Uehling a^5': -4*P/15,
      'one-loop A50': P*A*(4*mp.pi*(mp.mpf(139)/128-mp.log(2)/2)+5*mp.pi/48),
      'one-loop A62': -P*A*A*L*L,
      'Salpeter': P*x*(mp.log(1/A**2)/3-8*k0/3-mp.mpf(1)/9-7*a_n(n)/3
                       -2*(Mn**2*mp.log(1/u)-mp.log(Mn/u))/(Mn**2-1)),
      'recoil a^6': x*A**6/n**3*(4*mp.log(2)-3.5),
      'radiative recoil': P*x*A/mp.pi*(6*mp.zeta(3)-2*mp.pi**2*mp.log(2)+35*mp.pi**2/36-mp.mpf(448)/27),
      'nuclear self-energy': 4*P*x*x/3*(mp.log(Mn/(u*A*A))-k0)}
def line(x, A, deut):
    l1, l2 = level(1, x, A, deut), level(2, x, A, deut)
    return {k: (l2[k]-l1[k])*2*mp.mpf(Rc)/mp.mpf(A)**2 for k in l1}
def shift(x, rh, A):
    H, D = line(x, A, False), line(mp.mpf(x)/rh, A, True)
    return {k: D[k]-H[k] for k in H}
total = lambda x, rh, A: sum(shift(x, rh, A).values())
X, RH, AL, h = 1/mp.mpf(Mp), mp.mpf(rho), mp.mpf(al), mp.mpf('1e-8')
T = shift(X, RH, AL); fpt = float(sum(T.values()))
Sx = float((total(X*(1+h), RH, AL)-total(X*(1-h), RH, AL))/(2*h))
Sr = float((total(X, RH*(1+h), AL)-total(X, RH*(1-h), AL))/(2*h))
Sa = float((total(X, RH, AL*(1+h))-total(X, RH, AL*(1-h)))/(2*h))
assert abs(Sx/(0.75*Rc*(xp*muH**2-xd*muD**2))-1) < 2e-4
assert abs(Sr/(0.75*Rc*xd*muD**2)-1) < 2e-4
orders = [0.75*Rc*(-1)**(k+1)*(xp**k-xd**k) for k in (1, 2, 3, 4)]
assert abs(sum(orders)-float(T['Bohr'])) < 2e-3
ux, ur, ua, uR = Sx*uMp/Mp, Sr*urho/rho, abs(Sa)*ual/al, fpt*uRc/Rc
assert min(ux, ur) > 3*max(ua, uR)
loop = ['self-energy a^5', 'Uehling a^5', 'one-loop A50', 'one-loop A62']
lH = line(X, AL, False)
loopH, loopS = float(sum(lH[k] for k in loop)), float(sum(T[k] for k in loop))
dln = np.log(muD/muH); L0 = np.log(1/(muH*al**2))
lin = dln*(3*loopH+7/8*al**5/np.pi*mc2*muH**3*(4/3-2*al**2*L0))
assert abs(lin/loopS-1) < 1e-3
assert abs(float(T['Salpeter']/lH['Salpeter'])+(1-1/rho)) < 2e-3

# finite size: first-order shift for two charge shapes, lengths in 1/(mu alpha)
y0 = rd/lamC*muD*al; Rs = np.sqrt(5/3)*y0; b = y0/np.sqrt(12)
for n in (1, 2):
    sph = Rs**2*quad(lambda t: R2[n](Rs*t)*(t-t*t*(3-t*t)/2), 0, 1)[0]
    ex = b**2*quad(lambda t: R2[n](b*t)*np.exp(-t)*(t+t*t/2), 0, 60)[0]
    assert abs(sph/(2*y0**2/(3*n**3))-1) < 2e-4 and abs(ex/sph-1) < 2e-4
gam = np.sqrt(1-al**2)
dirac = 2**(2*gam+1)/float(mp.gamma(2*gam+1))*Rs**(2*gam)*quad(
    lambda t: t**(2*gam-2)*np.exp(-2*Rs*t)*(t-t*t*(3-t*t)/2), 0, 1, epsabs=1e-13)[0]
relsize = dirac/(2*y0**2/3)-1
assert 0.7 < relsize/(-al**2*np.log(2*Rs)) < 1.4
KH, KD = [7/12*al**4*u**3*mc2/lamC**2 for u in (muH, muD)]

# polarizability: electron trace, kernel and its two limits
s_ = [np.array([[0,1],[1,0]],complex), np.array([[0,-1j],[1j,0]]), np.array([[1,0],[0,-1]],complex)]
Z2, I4 = np.zeros((2,2)), np.eye(4)
g0 = np.diag([1,1,-1,-1]).astype(complex); gi = [np.block([[Z2,t],[-t,Z2]]) for t in s_]
sl = lambda v: g0*v[0]-sum(gi[i]*v[i+1] for i in range(3))
Q0, kv = 0.7, np.array([0.3,-1.1,0.5]); nu = 1j*Q0; Q2 = Q0**2+kv@kv
pv, qv, tr = np.array([1,0,0,0],complex), np.array([nu,*kv]), 0
for i in range(3):
    ev = np.zeros(4, complex); ev[0] = kv[i]; ev[i+1] = nu
    for sg in (1, -1):
        tr += np.trace((sl(pv)+I4)@sl(ev)@(sl(pv+sg*qv)+I4)@sl(ev))/(-Q2+2*sg*nu)
assert abs(tr+16*(Q2**2+2*Q0**4)/(Q2**2+4*Q0**2)) < 1e-11
def kernel(eps):
    def g(s):
        x = np.exp(s); ly = np.log(4/eps**2)+4*s
        return x*np.sqrt(max(1-x*x, 0))*(1+2*x**4)*(ly/np.expm1(ly) if abs(ly) > 1e-12 else 1.0)
    return 8/np.pi*quad(g, -40, 0, points=[min(0.5*np.log(eps/2), -1.0), -0.3], limit=300, epsabs=1e-11)[0]
assert abs(kernel(1e3)-(19/6+5*np.log(2e3))) < 1e-3
assert abs(kernel(1e-6)/(4e-3*quad(lambda u: 1/(1+u*u/2), 0, np.inf)[0])-1) < 1e-4

# Hulthen deuteron with free P-wave final states
B = mpr+mn-md; muN = mpr*mn/(mpr+mn); eta = mn/(mpr+mn); kap = np.sqrt(2*muN*B)/hc
gx, gw = np.polynomial.legendre.leggauss(120); th = np.pi/4*(gx+1)
p = kap*np.tan(th); wp = np.pi/4*gw*kap/np.cos(th)**2; En = hc**2*(p*p+kap**2)/(2*muN)
ker = np.array([kernel(E/me) for E in En])
N2 = lambda be: 2*kap*be*(kap+be)/(be-kap)**2
rstr2 = lambda be: eta**2*N2(be)*(1/(4*kap**3)-4/(kap+be)**3+1/(4*be**3))
dip = lambda be: eta**2*4*np.pi*p*p*wp*N2(be)/(2*np.pi**2)*(2*p/(p*p+kap**2)**2-2*p/(p*p+be**2)**2)**2
dalpha = lambda be: 2*al/3*dip(be)*hc/En
a_zero = dalpha(1e7*kap).sum()
assert abs(a_zero/(al*muN/hc*eta**2/(4*kap**4))-1) < 1e-5
extract = lambda f: (f-DF_MEAS-(KD-KH)*rp**2)/KD
dr2 = extract(fpt)
for _ in range(5):
    beta = brentq(lambda be: rstr2(be)-dr2, 2*kap, 50*kap)
    pol = 7/8*al*(muD*al)**3/np.pi*(dalpha(beta)@ker)/lamC**3*mc2
    dr2 = extract(fpt+pol)
aE = dalpha(beta).sum(); Ebar = np.exp(dalpha(beta)@np.log(En)/aE)
pol_log = 7/8*al*(muD*al)**3/np.pi*aE*(19/6+5*np.log(2*Ebar/me))/lamC**3*mc2
assert abs(dip(beta).sum()/rstr2(beta)-1) < 1e-6 and abs(pol_log/pol-1) < 0.03
hh = 0.02; rg = hh*np.arange(1, 5000); src = rg*np.sqrt(N2(beta))*(np.exp(-kap*rg)-np.exp(-beta*rg))
ab = np.zeros((3, rg.size)); ab[0, 1:] = ab[2, :-1] = -1/hh**2; ab[1] = 2/hh**2+2/rg**2+kap**2
aE_grid = 2*al*eta**2/3*hh*(solve_banded((1, 1), ab, 2*muN/hc*src)@src)
assert abs(aE_grid/aE-1) < 2e-4

# error budget and final comparison
bud = [abs(float(T['one-loop A62'])), relsize*KD*dr2, 0.1*pol,
       7/8*(al/np.pi)**2*al**4*mc2*3*dln, np.hypot(ux, ur)]
err = np.sqrt(sum(t*t for t in bud)); ref = rd**2-rp**2
bare = extract(fpt-float(T['Darwin-Foldy removal']))
assert abs(dr2-ref) < err/KD and abs(bare-ref) > 3*err/KD

print(f"input df_meas = {DF_MEAS:.1f} kHz")
print(f"1/alpha = {1/al:.9f}; R c = {Rc:.6e} kHz; m c^2/h = {mc2:.6e} kHz")
print(f"Mp/m = {Mp:.8f}; Md/Mp = {rho:.11f}; hbar/mc = {lamC:.4f} fm")
print(f"xp = {xp:.8e}; xd = {xd:.8e}; xp-xd = {xp-xd:.6e}")
print(f"muH = {muH:.10f}; muD = {muD:.10f}; ln(muD/muH) = {dln:.6e}")
print("Bohr shift by order x^1..x^4 [kHz]: " + ", ".join(f"{o:.2f}" for o in orders))
print(f"lnk0(1S) = {lnk[1]:.7f}; lnk0(2S) = {lnk[2]:.7f}")
print(f"F1 const = {cF1:.4f}; matching = {cM:.4f}; F2 part = {cF2:.4f}; sum*4/3 = {c109:.4f}")
print(f"Uehling mu exponent (1S) = {ue_exp:.4f}; a_1 = {float(a_n(1)):.5f}; a_2 = {float(a_n(2)):.5f}")
print("term: f_H(2S-1S) [kHz] | D-H [kHz] | weight [fm^2]")
for k in T: print(f"{k}: {float(lH[k]):.2f} | {float(T[k]):.2f} | {float(T[k])/KD:.4f}")
print(f"df_point = {fpt:.2f} kHz")
print(f"one-loop in H = {loopH:.1f} kHz; D-H = {loopS:.2f} kHz; linearized = {lin:.2f} kHz")
print(f"surviving fraction = {loopS/loopH:.4e}; 3 ln(muD/muH) = {3*dln:.4e}")
print(f"Salpeter (D-H)/H = {float(T['Salpeter']/lH['Salpeter']):.4f}; 1-Mp/Md = {1-1/rho:.4f}")
print(f"d/dln xp = {Sx:.4e}; d/dln(Md/Mp) = {Sr:.4e}; d/dln alpha = {Sa:.3e} kHz")
print(f"rel. unc.: Mp/m {uMp/Mp:.1e}, Md/Mp {urho/rho:.1e}, alpha {ual/al:.1e}, Rc {uRc/Rc:.1e}")
print(f"unc. in shift [kHz]: xp {ux:.4f}, Md/Mp {ur:.4f}, alpha {ua:.1e}, Rc {uR:.1e}")
print(f"K_H = {KH:.3f}; K_D = {KD:.3f} kHz/fm^2; (K_D-K_H) rp^2 = {(KD-KH)*rp**2:.3f} kHz")
print(f"3/(4Md^2) = {0.75*(xd*lamC)**2:.5f} fm^2; 3/(4Mp^2) = {0.75*(xp*lamC)**2:.5f} fm^2")
print(f"B = {B:.5f} MeV; muN = {muN:.3f} MeV; kappa = {kap:.5f} 1/fm; eta = {eta:.5f}")
print(f"zero range: alpha_E = {a_zero:.4f} fm^3; eta^2<r^2> = {eta**2/(2*kap**2):.3f} fm^2")
print(f"Hulthen: beta = {beta:.4f} 1/fm; beta/kappa = {beta/kap:.3f}")
print(f"alpha_E = {aE:.4f} fm^3 (grid {aE_grid:.4f}); log-mean energy = {Ebar:.3f} MeV")
print(f"df_pol = {pol:.2f} kHz (log formula {pol_log:.2f}); weight = {pol/KD:.4f} fm^2")
print(f"df_point + df_pol = {fpt+pol:.2f} kHz; minus datum = {fpt+pol-DF_MEAS:.2f} kHz")
print(f"relativistic size enhancement (1S, Dirac density) = {relsize:.2e}")
print("budget A62, size log, pol, two-loop, masses [kHz]: " + ", ".join(f"{t:.2f}" for t in bud))
print(f"total error = {err:.2f} kHz = {err/KD:.4f} fm^2")
print(f"rd^2 - rp^2 extracted = {dr2:.4f} fm^2 = {dr2*1e-30:.4e} m^2")
print(f"tabulated rp = {rp:.5f} fm; rd = {rd:.5f} fm; rd^2 - rp^2 = {ref:.4f} fm^2")
print(f"rd from extraction = {np.sqrt(dr2+rp**2):.4f} fm")
print(f"without polarizability and Darwin-Foldy removal: {bare:.4f} fm^2")
print("verified")
```

Running it gives:

```
input df_meas = 670994334.6 kHz
1/alpha = 137.035999178; R c = 3.289842e+12 kHz; m c^2/h = 1.235590e+17 kHz
Mp/m = 1836.15267343; Md/Mp = 1.99900750127; hbar/mc = 386.1593 fm
xp = 5.44617021e-04; xd = 2.72443711e-04; xp-xd = 2.721733e-04
muH = 0.9994556794; muD = 0.9997276305; ln(muD/muH) = 2.720622e-04
Bohr shift by order x^1..x^4 [kHz]: 671555383.56, -548701.53, 348.68, -0.20
lnk0(1S) = 2.9841286; lnk0(2S) = 2.8117699
F1 const = -0.3750; matching = -0.8333; F2 part = 0.3750; sum*4/3 = 1.1111
Uehling mu exponent (1S) = 2.9911; a_1 = -4.38629; a_2 = -4.50000
term: f_H(2S-1S) [kHz] | D-H [kHz] | weight [fm^2]
Bohr: 2466038423686.31 | 671007030.51 | 489962.0294
Dirac beyond Bohr: 30094923.68 | 8188.80 | 5.9794
Barker-Glover recoil: 22325.96 | -11148.32 | -8.1404
Darwin-Foldy removal: 0.00 | 11.37 | 0.0083
self-energy a^5: -7266670.99 | -5675.27 | -4.1440
Uehling a^5: 189591.36 | 154.81 | 0.1130
one-loop A50: -49901.85 | -40.75 | -0.0298
one-loop A62: 3666.58 | 2.79 | 0.0020
Salpeter: -2068.22 | 1032.65 | 0.7540
recoil a^6: 6.47 | -3.23 | -0.0024
radiative recoil: 12.11 | -6.05 | -0.0044
nuclear self-energy: -4.03 | 2.98 | 0.0022
df_point = 670999550.29 kHz
one-loop in H = -7123314.9 kHz; D-H = -5558.42 kHz; linearized = -5556.25 kHz
surviving fraction = 7.8031e-04; 3 ln(muD/muH) = 8.1619e-04
Salpeter (D-H)/H = -0.4993; 1-Mp/Md = 0.4998
d/dln xp = 6.7045e+08; d/dln(Md/Mp) = 6.7185e+08; d/dln alpha = -1.812e+04 kHz
rel. unc.: Mp/m 1.7e-11, Md/Mp 4.2e-12, alpha 1.5e-10, Rc 1.1e-12
unc. in shift [kHz]: xp 0.0117, Md/Mp 0.0028, alpha 2.7e-06, Rc 7.3e-04
K_H = 1368.391; K_D = 1369.508 kHz/fm^2; (K_D-K_H) rp^2 = 0.790 kHz
3/(4Md^2) = 0.00830 fm^2; 3/(4Mp^2) = 0.03317 fm^2
B = 2.22457 MeV; muN = 469.459 MeV; kappa = 0.23161 1/fm; eta = 0.50034
zero range: alpha_E = 0.3776 fm^3; eta^2<r^2> = 2.333 fm^2
Hulthen: beta = 1.3351 1/fm; beta/kappa = 5.765
alpha_E = 0.6390 fm^3 (grid 0.6390); log-mean energy = 4.904 MeV
df_pol = 19.52 kHz (log formula 19.41); weight = 0.0143 fm^2
df_point + df_pol = 670999569.81 kHz; minus datum = 5235.21 kHz
relativistic size enhancement (1S, Dirac density) = 5.50e-04
budget A62, size log, pol, two-loop, masses [kHz]: 2.79, 2.88, 1.95, 1.35, 0.01
total error = 4.66 kHz = 0.0034 fm^2
rd^2 - rp^2 extracted = 3.8221 fm^2 = 3.8221e-30 m^2
tabulated rp = 0.84075 fm; rd = 2.12778 fm; rd^2 - rp^2 = 3.8206 fm^2
rd from extraction = 2.1281 fm
without polarizability and Darwin-Foldy removal: 3.7996 fm^2
verified
```
